# Why classical, Born and exact Rutherford cross sections coincide

## What dimensions settle, and what they leave open

A nonrelativistic, spinless particle of mass \(m\) and energy \(E\) scatters from a fixed centre with potential \(V=C/r\). The quantities available are \(C\), \(E\), \(m\) and \(\hbar\). They form one length that is free of \(\hbar\), namely \(C/E\), and one dimensionless number,

\[
\eta=\frac{mC}{\hbar^2k},\qquad E=\frac{\hbar^2k^2}{2m}.
\]

The differential cross section is an area, so it must have the form

\[
\frac{d\sigma}{d\Omega}=\left(\frac{C}{4E}\right)^2G(\theta,\eta),
\]

where the factor 4 is for later convenience. Classical mechanics contains no \(\hbar\), so its \(G\) cannot depend on the size of \(\eta\); that it does not depend on the sign either is shown by the orbit calculation below. The first Born amplitude is linear in \(C\), so its cross section is proportional to \(C^2\). The prefactor already supplies \(C^2\), and the Born \(G\) cannot depend on \(\eta\) either.

This removes an obstacle to agreement without proving it. The Born result belongs to \(|\eta|\ll1\) and the classical one to \(|\eta|\gg1\). Dimensions allow the exact \(G\) to vary between them, and even allow different end values. What has to be explained is why \(G\) does not depend on \(\eta\) at all.

For \(V=C/r^n\) the obstacle remains. The classical length is \((C/E)^{1/n}\), so the classical cross section varies as \(C^{2/n}\). The Born cross section, where its integral exists, varies as \(C^2\). The two can agree at all strengths only if \(2/n=2\), that is, \(n=1\).

## One variable is enough

In Rydberg atomic units \(\hbar=1\), \(2m=1\) and \(e^2=2\). Lengths are in bohr and energies in rydbergs (Ry). Then \(E=k^2\), \(V=2Z/r\) and \(\eta=Z/k\), with \(Z<0\) for attraction. The Schrödinger equation is

\[
\left(\nabla^2+k^2-\frac{2\eta k}{r}\right)\psi=0 .
\]

Take the beam along \(z\) and try \(\psi=e^{ikz}w(u)\) with \(u=k(r-z)\). Acting on the product, \(\nabla^2+k^2\) gives \(e^{ikz}(\nabla^2w+2ik\,\partial_zw)\). With \(z=r\cos\theta\), the derivatives of \(u\) are

\[
|\nabla u|^2=2k^2(1-\cos\theta)=\frac{2ku}{r},\qquad
\nabla^2u=\frac{2k}{r},\qquad
\partial_zu=k(\cos\theta-1)=-\frac{u}{r}.
\]

Since \(\nabla^2w=|\nabla u|^2w''+(\nabla^2u)\,w'\), the equation becomes

\[
\frac{2k}{r}\left[u w''+(1-iu)w'-\eta w\right]=0. \tag{1}
\]

The Coulomb term has the same factor \(1/r\) as the others, so \(r\) drops out. For another central potential, \(\eta\) would be replaced by \(rV(r)/2k\). That would have to be a function of \(u\) alone, although \(r\) can vary at fixed \(u\). Hence \(rV\) must be constant, and this reduction belongs to the Coulomb potential.

At large \(u\) there are two kinds of solution. If \(w\) varies slowly, \(uw''+w'\) is smaller than the other terms by a factor \(1/u\). What remains is \(-iuw'=\eta w\), so \(w\propto u^{i\eta}\). For a fast solution put \(w=e^{iu}v\). Equation (1) becomes

\[
uv''+(1+iu)v'+(i-\eta)v=0,
\]

and its leading part \(iuv'=-(i-\eta)v\) gives \(v\propto u^{-1-i\eta}\). Therefore

\[
w\to A\,u^{i\eta}+B\,e^{iu}u^{-1-i\eta}. \tag{2}
\]

The first term is the incident wave. Its logarithmic phase never dies out, but the gradient of that phase falls as \(1/r\), so the incident flux is that of a plane wave of amplitude \(A\). In the second term \(e^{ikz+iu}=e^{ikr}\), and \(u=2kr\sin^2(\theta/2)\). Dividing by \(A\) and removing \(e^{i(kr-\eta\ln 2kr)}/r\) leaves

\[
f(\theta)=\frac BA\,\frac{e^{-i\eta\ln\sin^2(\theta/2)}}{2k\sin^2(\theta/2)}. \tag{3}
\]

The first corrections to the two terms of (2) are of relative order \(\eta^2/u\) and \((1+\eta^2)/u\). Equation (3) therefore needs \(kr\sin^2(\theta/2)\gg1+\eta^2\), which holds far away at any fixed \(\theta>0\) but not in the forward direction. The angular dependence of \(|f|\) is now fixed. The remaining question is how \(|B/A|\) depends on \(\eta\).

## The conserved quantity that fixes the modulus

Multiply the bracket in (1) by \(w'^*\) and take the real part. The term \(-iu|w'|^2\) is imaginary and drops out:

\[
\frac u2\frac{d|w'|^2}{du}+|w'|^2-\frac\eta2\frac{d|w|^2}{du}=0 .
\]

Multiplying by \(2u\) gives

\[
\frac{d}{du}\left(u^2|w'|^2\right)=\eta u\,\frac{d|w|^2}{du}.
\]

Next multiply the bracket by \(w^*\) and take the imaginary part. The term \(\eta|w|^2\) is real and drops out. Because \(\mathrm{Im}(w^*w'')\) is the derivative of \(\mathrm{Im}(w^*w')\),

\[
\frac{d}{du}\left[u\,\mathrm{Im}(w^*w')\right]=u\,\mathrm{Re}(w^*w')=\frac u2\frac{d|w|^2}{du}.
\]

Eliminating the right-hand sides shows that \(u^2|w'|^2-2\eta u\,\mathrm{Im}(w^*w')\) is constant. The physical solution and its derivative are finite at \(u=0\), so the constant is zero:

\[
u^2|w'|^2-2\eta u\,\mathrm{Im}(w^*w')=0. \tag{4}
\]

Now evaluate (4) at large \(u\). From (2), \(w\to Au^{i\eta}\) and \(uw'\to i(\eta Au^{i\eta}+Be^{iu}u^{-i\eta})\). With \(X=A^*Be^{iu}u^{-2i\eta}\),

\[
u^2|w'|^2\to\eta^2|A|^2+|B|^2+2\eta\,\mathrm{Re}X,\qquad
u\,\mathrm{Im}(w^*w')\to\eta|A|^2+\mathrm{Re}X .
\]

The oscillating terms cancel in (4), leaving

\[
|B|^2=\eta^2|A|^2. \tag{5}
\]

This is the reason for the coincidence. The ratio of scattered to incident amplitude has a modulus strictly linear in the coupling, for either sign and any strength. Direct integration of (1), followed by a fit to the large-\(u\) waves, gives \(|B/A|=1.000000\) for \(\eta=-1\) and \(3.000000\) for \(\eta=-3\).

## The Born amplitude and the phase

Equation (5) allows us to write \(B/A=-\eta e^{i\chi}\), with \(\chi\) real and independent of angle. Its weak-coupling value follows from \(w=1+\eta w_1\). To first order (1) reads \(uw_1''+(1-iu)w_1'=1\). Multiplication by \(e^{-iu}\) makes the left side a derivative:

\[
\frac{d}{du}\left(ue^{-iu}w_1'\right)=e^{-iu}
\quad\Rightarrow\quad uw_1'=i(1-e^{iu}).
\]

To the same order (2) gives \(uw'=i\eta A+iBe^{iu}\). Comparison yields \(A=1\) and \(B=-\eta\), so \(\chi\to0\) as \(\eta\to0\).

The usual Born integral gives the same amplitude. Let \(q=2k\sin(\theta/2)\) be the momentum transfer, and screen the potential to make the integral converge, \(V=2Ze^{-\mu r}/r\):

\[
f_1=-\frac1{4\pi}\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r
=-\frac{2Z}{q}\int_0^\infty e^{-\mu r}\sin qr\,dr
=-\frac{2Z}{q^2+\mu^2}. \tag{6}
\]

As \(\mu\to0\) this becomes \(f_B=-2Z/q^2=-\eta/[2k\sin^2(\theta/2)]\). Equation (3) is therefore

\[
f=f_B\,e^{i\chi(\eta)}\,e^{-i\eta\ln\sin^2(\theta/2)} . \tag{7}
\]

Everything beyond first order, taken together, turns the phase and leaves the modulus alone. Born is right about the cross section even where it is a poor approximation to the amplitude.

## The classical orbit

Let \(v\) be the initial speed and \(b\) the impact parameter. The momentum changes by \(2mv\sin(\theta/2)\) along the symmetry axis of the orbit. Measure the polar angle \(\varphi\) from that axis. Angular momentum conservation, \(mr^2\dot\varphi=mvb\), turns the impulse into an angular integral:

\[
\int\frac{|C|\cos\varphi}{r^2}\,dt=\frac{|C|}{vb}\int\cos\varphi\,d\varphi=\frac{2|C|}{vb}\cos\frac\theta2 .
\]

The limits are \(\pm(\pi-\theta)/2\) for repulsion and \(\pm(\pi+\theta)/2\) for attraction; both give the same value. Equating the two expressions gives \(b=(|C|/2E)\cot(\theta/2)\), and

\[
\frac{d\sigma}{d\Omega}=\frac b{\sin\theta}\left|\frac{db}{d\theta}\right|
=\left(\frac C{4E}\right)^2\frac1{\sin^4(\theta/2)} .
\]

With \(C=2Z\) and \(E=k^2\) this equals \(Z^2/[4k^4\sin^4(\theta/2)]=|f_B|^2\). Thus \(G=1/\sin^4(\theta/2)\) in all three descriptions. Because the exact \(G\) is independent of \(\eta\), passing from weak coupling to the classical regime changes nothing in it.

## An electron on a bare nitrogen nucleus

Take a nucleus of charge 7, treated as a fixed point, and an electron with \(k=7\) bohr\(^{-1}\). Then \(\eta=-7/7=-1\), which is not weak coupling. The energy is \(49\) Ry, or \(667\) eV, and the speed is \(0.051\) of the speed of light. Relativistic corrections are left out here. Their scale is set by \(0.051^2\approx0.003\): the Dirac cross section for a point nucleus at the same momentum exceeds the values below by 0.35% at 30°, 0.6% at 90° and 0.7% at 150°, so the further digits belong to the nonrelativistic model. Recoil, nuclear size and radiation are also left out.

At 90° \(\sin^2(\theta/2)=1/2\), so \(f_B=1/(2\cdot7\cdot\tfrac12)=1/7\) bohr. The cross section is \(1/49=0.0204\) bohr²/sr, or \(5.71\times10^{-23}\) m²/sr. The independent partial-wave sum and the numerically computed classical orbits agree with it:

| Angle | Exact (bohr²/sr) | Born | Classical | Phase of \(f/f_B\) (rad) |
|---|---|---|---|---|
| 30° | 1.13700 | 1.13700 | 1.13700 | −2.100 |
| 60° | 0.08163 | 0.08163 | 0.08163 | −0.783 |
| 90° | 0.02041 | 0.02041 | 0.02041 | −0.090 |
| 150° | 0.00586 | 0.00586 | 0.00586 | 0.534 |

The phases follow from (7) with \(\chi=0.603\). At 60°, for example, \(0.603+\ln\tfrac14=-0.783\). A phase common to all angles depends on which logarithm is removed from the outgoing wave in (3), but the change of phase with angle does not. Between 30° and 150° the exact amplitude turns by 2.63 rad relative to the Born amplitude, yet the two have equal lengths at every angle.

The angle-dependent part of the phase becomes observable when the Coulomb amplitudes for two different angles interfere. For two identical spinless charges, with \(\theta\) and \(k\) referring to the relative motion, the amplitude is \(f(\theta)+f(\pi-\theta)\). At \(\eta=1\) and 60° the two moduli are \(2/k\) and \(2/(3k)\). Born adds them in phase, giving \((8/3)^2/k^2=7.11/k^2\). The exact relative phase is \(\ln3\), so

\[
k^2\frac{d\sigma}{d\Omega}=4+\frac49+\frac83\cos(\ln3)=5.66 .
\]

For identical particles the first Born cross section is therefore not exact in general. It remains exact at 90°, where the two amplitudes are equal and their relative phase is zero.

## Why screening spoils the pure phase

Suppose that \(|f|=|f_1|\) held at every strength for the screened potential \(V=2Ze^{-\mu r}/r\). With \(f=f_1+f_2+\dots\) and \(f_1\) real,

\[
\frac{|f|^2}{f_1^2}=1+2\,\mathrm{Re}\frac{f_2}{f_1}+O(Z^2),
\]

so \(\mathrm{Re}(f_2/f_1)\) would have to vanish. It can be computed in the forward direction, which is harmless for finite \(\mu\). The second Born term uses the outgoing Green function \(-e^{ikR}/(4\pi R)\), with \(\mathbf R=\mathbf r-\mathbf r'\):

\[
f_2(0)=\frac1{16\pi^2}\int\frac{e^{ikR-i\mathbf k\cdot\mathbf R}}{R}\,W(R)\,d^3R,\qquad
W(R)=\int V(\mathbf r'+\mathbf R)V(\mathbf r')\,d^3r' .
\]

The Fourier transform of \(V\) is \(8\pi Z/(p^2+\mu^2)\), so that of \(W\) is its square, \(64\pi^2Z^2/(p^2+\mu^2)^2\). Differentiating the transform \(4\pi/(p^2+\mu^2)\) of \(e^{-\mu r}/r\) with respect to \(-\mu\) shows that \(e^{-\mu r}\) has transform \(8\pi\mu/(p^2+\mu^2)^2\). Hence \(W=8\pi Z^2e^{-\mu R}/\mu\). The remaining integral is again a Yukawa transform, with \(\mu\) replaced by \(\mu-ik\):

\[
f_2(0)=\frac{Z^2}{2\pi\mu}\,\frac{4\pi}{(\mu-ik)^2+k^2}=\frac{2Z^2}{\mu^2(\mu-2ik)} .
\]

Since \(f_1(0)=-2Z/\mu^2\),

\[
\frac{f_2(0)}{f_1(0)}=-\frac{\eta k}{\mu-2ik},\qquad
\mathrm{Re}\frac{f_2(0)}{f_1(0)}=-\frac{\eta k\mu}{\mu^2+4k^2}. \tag{8}
\]

The real part is nonzero for every finite \(\mu>0\), so the modulus changes. This term, linear in \(\eta\), tends to zero as \(\mu\to0\) at fixed \(k\) and \(\eta\). The higher orders in the forward direction do not: for \(\eta=-1\) the forward exact-to-Born ratio is 0.734, 0.721 and 0.714 at \(\mu/k=0.2\), 0.1 and 0.05, approaching about 0.71 rather than 1. The Coulomb modulus is approached at a fixed nonzero angle, where \(q\gg\mu\). For \(\mu/k=0.5\), (8) predicts that the exact-to-Born ratio has slope \(-0.2353\) in \(\eta\) at \(\eta=0\). Numerical solution of the radial equation, with the slope taken as a central difference between \(\eta=\pm0.05\), gives \(-0.2344\), smaller in magnitude by 0.4% of the predicted value. The gap comes from the finite step: \(\eta=\pm0.025\) and \(\pm0.0125\) give \(-0.2351\) and \(-0.2352\).

At a fixed nonzero angle and weak screening there is a simple classical reading. Near the charge \(V\approx2Z/r-2Z\mu\), so the particle arrives with local wave number \(k_i\), where \(k_i^2=k^2+2Z\mu=k^2(1+2\eta\mu/k)\). Angular momentum conservation gives \(bk=b_ik_i\), so areas measured outside are \(k_i^2/k^2\) times those inside. The inner Rutherford cross section varies as \(1/k_i^4\). The ratio to the unscreened result is therefore

\[
\frac{k^4}{k_i^4}\,\frac{k_i^2}{k^2}=\frac1{1+2\eta\mu/k}\approx1-\frac{2\eta\mu}{k}.
\]

The extra deflection from the remainder of the screened potential is neglected. For \(r\ll1/\mu\) that remainder is \(C\mu^2r/2\), a radial force of order \(|C|\mu^2\) whose component across the path is of order \(|C|\mu^2b/r\). Integrated over \(dt=dr/v\) from \(r\sim b\) to \(r\sim1/\mu\), it gives an impulse of order \(|C|b\mu^2\ln(1/\mu b)/v\), which is smaller than the term linear in \(\mu\) as \(\mu\to0\). For \(\eta=-1\), \(\mu/k=0.01\) and 90°, the estimate is an excess of 0.020; classical orbits give 0.019.

Stronger screening lies outside this linear regime. With the same electron and a model exponential screening of the nucleus, which is not a computed nitrogen atom, the values at 90° in bohr²/sr are:

| \(\mu\) (bohr⁻¹) | Exact | Born | Classical |
|---|---|---|---|
| 1.40 | 0.0235 | 0.0196 | 0.0241 |
| 0.70 | 0.0231 | 0.0202 | 0.0233 |

The exact result exceeds the screened Born value by 20% and 14%. Halving \(\mu\) does not halve the discrepancy, and the local-energy factors, 1.67 and 1.25, are too large here: they refer to the unscreened value 0.0204, and the classical values exceed it only by factors 1.18 and 1.14. The classical values are closer than Born to the exact ones, but do not equal them.

## A second solvable case: the inverse-square potential

For a repulsive potential \(V=\beta/r^2\) the three answers can be followed from weak to strong coupling. The Born amplitude is

\[
f_1=-\frac\beta q\int_0^\infty\frac{\sin qr}{r}\,dr=-\frac{\pi\beta}{2q},
\]

which at 90°, where \(q^2=2k^2\), gives \(\pi^2\beta^2/(8k^2)=1.234\,\beta^2/k^2\).

Classically, the potential adds to the centrifugal energy \(b^2k^2/r^2\). The radial motion is that of a free particle with impact parameter \(b'=\sqrt{b^2+\beta/k^2}\). A free particle sweeps an angle \(\pi\); here the angular velocity is smaller by \(b/b'\), so \(\theta=\pi(1-b/b')\). With \(y=b/b'=1-\theta/\pi\), we have \(b^2=(\beta/k^2)\,y^2/(1-y^2)\), and

\[
\frac{d\sigma}{d\Omega}=\frac1{2\sin\theta}\left|\frac{db^2}{d\theta}\right|
=\frac{\beta}{\pi k^2}\,\frac{y}{\sin\theta\,(1-y^2)^2}.
\]

At 90° \(y=1/2\), and the result is \(0.2829\,\beta/k^2\).

In the exact problem \(l(l+1)+\beta=\nu(\nu+1)\) replaces \(l(l+1)\), so the regular radial wave approaches \(\sin(kr-\nu\pi/2)\). The phase shifts are

\[
\delta_l=\frac\pi2(l-\nu)=\frac\pi2\left[l+\tfrac12-\sqrt{(l+\tfrac12)^2+\beta}\right].
\]

Summing the partial waves at 90° gives, in units of \(1/k^2\) per steradian:

| \(\beta\) | Exact | Born | Classical |
|---|---|---|---|
| 0.001 | \(1.230\times10^{-6}\) | \(1.234\times10^{-6}\) | \(2.829\times10^{-4}\) |
| 0.1 | 0.00961 | 0.01234 | 0.02829 |
| 1 | 0.2783 | 1.234 | 0.2829 |
| 10 | 2.820 | 123.4 | 2.829 |

The exact value lies 0.3% below Born at \(\beta=0.001\) and 0.3% below the classical value at \(\beta=10\). In ordinary units \(\beta=2mC/\hbar^2\), while \(\beta/k^2=C/E\) contains no \(\hbar\). The classical cross section uses only the latter; the Born one carries an additional factor \(\beta\), and with it \(\hbar\). The exact result must therefore change its dependence on strength between the two regimes. In the Coulomb problem both regimes require the same power of \(C\), and (5) keeps the exact cross section on that power throughout. The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
nuclear charge Z = 7, k = 7.0 1/bohr, eta = -1.0
energy = 49.0 Ry = 666.7 eV
speed / speed of light = 0.0511
|B/A| from wave equation = 1.000000
|B/A| for eta = -3: 3.000000
angle-independent phase chi = 0.60328 rad
Coulomb: angle deg | exact, Born, classical bohr^2/sr | phase rad
  30 | 1.136996 1.136996 1.136995 | -2.1000
  60 | 0.081633 0.081633 0.081633 | -0.7830
  90 | 0.020408 0.020408 0.020408 | -0.0899
 150 | 0.005861 0.005861 0.005861 | 0.5339
exact at 90 deg = 5.7149e-23 m^2/sr
Screened, 90 deg: mu 1/bohr | exact, Born, classical bohr^2/sr
1.40 | 0.023469 0.019616 0.024145
   exact/Born = 1.1965, classical/Born = 1.2309
   local-energy estimate 1/(1+2 eta mu/k) = 1.6667
0.70 | 0.023100 0.020206 0.023300
   exact/Born = 1.1433, classical/Born = 1.1532
   local-energy estimate 1/(1+2 eta mu/k) = 1.2500
mu/k = 0.01: classical excess = 0.01901, first order = 0.02000
forward, mu/k = 0.5: d(exact/Born)/d eta at eta = 0
   radial equation -0.23437, second Born -0.23529
beta/r^2, 90 deg: beta | exact, Born, classical in 1/k^2 per sr
 0.001 | 1.2303e-06 1.2337e-06 2.8294e-04
 0.100 | 9.6097e-03 1.2337e-02 2.8294e-02
 1.000 | 2.7829e-01 1.2337e+00 2.8294e-01
10.000 | 2.8199e+00 1.2337e+02 2.8294e+00
identical spinless charges, eta = 1, 60 deg, in 1/k^2 per sr:
   exact 5.65733, first Born 7.11111
```
